# Relaxation times for acoustic scattering in a silicon valley by angular quadrature: test program

```python
# Result under test: for elastic acoustic scattering in an ellipsoidal valley
# (axis z, masses m_l, m_t) the one-term variational relaxation times are
#   1/tau_i = R(E) * 3 < d_i^2 G(d) >,   R = (2 pi kT / hbar) g(E),
# d = unit vector averaged over the sphere in mass-scaled space,
#   G = (Xd + Xu c)^2 / cl + Xu^2 c (1 - c) / ct,
#   c = m_l mu^2 / (m_l mu^2 + m_t (1 - mu^2)),  mu = d_z.
# Xd, Xu: dilatation and uniaxial deformation potentials; cl, ct: longitudinal
# and transverse elastic moduli; g: density of states per spin, volume, valley.
# Index 0 = along the valley axis, index 1 = across it. SI units inside.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad

hbar, e, kB, m0 = sc.hbar, sc.e, sc.k, sc.m_e
pi = np.pi

# Rough typical silicon parameters
ml, mt = 0.92 * m0, 0.19 * m0
Xd, Xu = 1.0 * e, 9.0 * e
C11, C12, C44 = 166e9, 64e9, 80e9
density = 2330.0
eps = 11.7 * sc.epsilon_0
doping = 1e20            # per m^3
kane = 0.5 / e           # nonparabolicity, 1/J
T_cold, T_room = 77.0, 300.0
# intervalley modes: phonon energy (J), coupling (J/m), number of final valleys
modes = [(0.062 * e, 11e10 * e, 1), (0.059 * e, 2e10 * e, 4),
         (0.047 * e, 2e10 * e, 4)]
# direction-averaged moduli of the cubic crystal
cl = (3 * C11 + 2 * C12 + 4 * C44) / 5
ct = (C11 - C12 + 3 * C44) / 5
md = (ml * mt**2) ** (1 / 3)
v_sound = np.sqrt(cl / density)


def gauss(n, a, b):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5 * (b - a) * x + 0.5 * (a + b), 0.5 * (b - a) * w


def dos(E, mass=md):
    return mass**1.5 * np.sqrt(E) / (np.sqrt(2) * pi**2 * hbar**3)


def coefficients(m_l, m_t, n=24):
    """Columns multiply Xd^2/cl, Xd*Xu/cl, Xu^2/cl, Xu^2/ct."""
    mu, w = gauss(n, 0, 1)
    c = m_l * mu**2 / (m_l * mu**2 + m_t * (1 - mu**2))
    weights = np.array([3 * mu**2, 1.5 * (1 - mu**2)]) * w
    return weights @ np.array([np.ones(n), 2 * c, c**2, c * (1 - c)]).T


def closed_coefficients(m_l, m_t):
    b = m_l / m_t - 1
    A = np.arctan(np.sqrt(b)) / np.sqrt(b)
    P, Q = [A], [(A + 1 / (1 + b)) / 2]
    for n in range(1, 4):
        P.append((1 / (2 * n - 1) - P[n - 1]) / b)
        Q.append((P[n - 1] - Q[n - 1]) / b)
    rows = []
    for first, second, norm in [
            (P[2], Q[3], 3.0), (P[1] - P[2], Q[2] - Q[3], 1.5)]:
        c1, c2 = norm * (1 + b) * first, norm * (1 + b)**2 * second
        rows.append([1.0, 2 * c1, c2, c1 - c2])
    return np.array(rows)


def mean_coupling(m_l, m_t, xd, xu):
    parts = np.array([xd**2 / cl, xd * xu / cl, xu**2 / cl, xu**2 / ct])
    return coefficients(m_l, m_t) @ parts


def inverse_tau(E, T, m_l=ml, m_t=mt, xd=Xd, xu=Xu):
    mass = (m_l * m_t**2) ** (1 / 3)
    R = 2 * pi * kB * T / hbar * dos(E, mass)
    return R * mean_coupling(m_l, m_t, xd, xu)


def christoffel(q, c11, c12, c44):
    M = (c12 + c44) * q[..., :, None] * q[..., None, :]
    for i in range(3):
        M[..., i, i] = c11 * q[..., i]**2 + c44 * (1 - q[..., i]**2)
    return M


def branch_sum(q, xd, xu, c11, c12, c44):
    b = xd * q
    b[..., 2] += xu * q[..., 2]
    x = np.linalg.solve(christoffel(q, c11, c12, c44), b[..., None])[..., 0]
    return np.sum(b * x, axis=-1)


# ---- Test: branch sum against explicit strain tensors, cubic crystal
rng = np.random.default_rng(3)
for _ in range(5):
    q = rng.normal(size=3)
    q /= np.linalg.norm(q)
    stiff, pol = np.linalg.eigh(christoffel(q, C11, C12, C44))
    total = 0.0
    for j in range(3):
        a = pol[:, j]
        strain = 0.5 * (np.outer(a, q) + np.outer(q, a))
        total += (Xd * np.trace(strain) + Xu * strain[2, 2])**2 / stiff[j]
    assert abs(total / branch_sum(q, Xd, Xu, C11, C12, C44) - 1) < 1e-10

# ---- Test: density of states by counting lattice states in the ellipsoid
E_cold = kB * T_cold
kt, kl = np.sqrt(2 * mt * E_cold) / hbar, np.sqrt(2 * ml * E_cold) / hbar
h = kt / 40
ax = (np.arange(-42, 42) + 0.5) * h
az = (np.arange(-95, 95) + 0.5) * h
energy = (hbar**2 / 2) * ((ax[:, None, None]**2 + ax[None, :, None]**2) / mt
                         + az[None, None, :]**2 / ml)
counted = np.count_nonzero(energy < E_cold) * (h / (2 * pi))**3
assert abs(counted / (2 / 3 * E_cold * dos(E_cold)) - 1) < 5e-3


# ---- Test: one-angle formula against the double average over the shell
def direct_double_average(m_l, m_t, xd, xu, n=36, nphi=72):
    u, w = gauss(n, -1, 1)
    phi = (np.arange(nphi) + 0.5) * 2 * pi / nphi
    U, V, F = np.meshgrid(u, u, phi, indexing="ij")
    W = w[:, None, None] * w[None, :, None] / (4 * nphi)
    s = np.stack([np.sqrt(1 - U**2), 0 * U, U], axis=-1)
    r = np.sqrt(1 - V**2)
    p = np.stack([r * np.cos(F), r * np.sin(F), V], axis=-1)
    k_scale = np.sqrt(2 * np.array([m_t, m_t, m_l]) * E_cold) / hbar
    q = (s - p) * k_scale
    q /= np.linalg.norm(q, axis=-1, keepdims=True)
    G = branch_sum(q, xd, xu, cl, cl - 2 * ct, ct)
    loss = np.sum((s - p) * s * (G * W)[..., None], axis=(0, 1, 2))
    return np.array([3 * loss[2], 1.5 * (loss[0] + loss[1])])


direct = direct_double_average(ml, mt, Xd, Xu)
formula = mean_coupling(ml, mt, Xd, Xu)
direct_error = np.max(np.abs(direct / formula - 1))
assert direct_error < 5e-4
dilat = direct_double_average(ml, mt, Xu, 0.0)
assert np.max(np.abs(dilat * cl / Xu**2 - 1)) < 1e-8
equal = direct_double_average(md, md, Xd, Xu)
assert np.max(np.abs(equal / mean_coupling(md, md, Xd, Xu) - 1)) < 5e-4
assert abs(equal[0] / equal[1] - 1) > 0.05

# ---- Test: quadrature against closed forms and equal-mass fractions
exact = closed_coefficients(ml, mt)
quad_error = {n: np.max(np.abs(coefficients(ml, mt, n) - exact))
              for n in (4, 8, 12, 20)}
assert quad_error[12] < 1e-7 and quad_error[20] < 1e-11
fractions = np.array([[1, 6 / 5, 3 / 7, 6 / 35], [1, 2 / 5, 3 / 35, 4 / 35]])
assert np.allclose(coefficients(1.0, 1.0), fractions, atol=1e-12)


# ---- One-phonon golden rule for a spherical band, dilatational coupling,
# with the phonon energy kept; v is the sound speed at fixed modulus cl
def one_phonon_loss(E, T, v, mass, xi):
    k = np.sqrt(2 * mass * E) / hbar
    kappa = mass * v / hbar
    total = 0.0
    for sign in (+1, -1):                       # absorption, emission
        low = 2 * max(kappa - k, 0.0) if sign > 0 else 0.0
        high = 2 * (k + sign * kappa)
        if high <= low:
            continue
        q, w = gauss(40, low, high)
        occupation = 1 / np.expm1(hbar * v * q / (kB * T))
        if sign < 0:
            occupation = occupation + 1
        cosine = -sign * q / (2 * k) + kappa / k
        loss = -sign * q * cosine / k
        total += np.sum(w * q**2 * occupation * loss)
    return xi**2 * v * mass / (4 * pi * cl * hbar**2 * k) * total


limit_formula = inverse_tau(E_cold, T_cold, md, md, Xu, 0.0)
limit_golden = one_phonon_loss(E_cold, T_cold, v_sound / 1000, md, Xu)
limit_text = (np.sqrt(2) * Xu**2 * md**1.5 * kB * T_cold * np.sqrt(E_cold)
              / (pi * hbar**4 * cl))
assert np.max(np.abs(limit_formula / limit_golden - 1)) < 1e-5
assert abs(limit_text / limit_golden - 1) < 1e-5

y, wy = gauss(400, 0, 5.5)                      # E/kT = y^2
x_th = y**2
w_th = wy * 2 * y * x_th**1.5 * np.exp(-x_th)
w_th = w_th / np.sum(w_th)


def inelastic_change(T):
    full = np.array([one_phonon_loss(x * kB * T, T, v_sound, md, Xu)
                     for x in x_th])
    elastic = inverse_tau(kB * T, T, md, md, Xu, 0.0)[0] * np.sqrt(x_th)
    return np.sum(w_th * full) / np.sum(w_th * elastic) - 1


# ---- Full Boltzmann equation on the energy shell
def coupling(mu):
    c = ml * mu**2 / (ml * mu**2 + mt * (1 - mu**2))
    return ((Xd + Xu * c)**2 + Xu**2 * c * (1 - c) * cl / ct) / Xu**2


def basis(s, direction, terms):
    if direction == 0:
        return np.array([s[2]**(2 * a + 1) + 0j for a in range(terms)])
    return np.array([(s[0] + 1j * s[1]) * s[2]**(2 * a) for a in range(terms)])


def shell_solution(direction, terms):
    mu, wm = gauss(48, -1, 1)
    t, wt = gauss(20, 0, 1)
    psi = (np.arange(40) + 0.5) * 2 * pi / 40
    M, H, F = np.meshgrid(mu, t, psi, indexing="ij")
    W = (wm[:, None, None] / 2) * (2 * t * wt)[None, :, None] / 40
    S, r = np.sqrt(1 - M**2), np.sqrt(1 - H**2)
    d = np.array([S, 0 * S, M]) * H
    p = np.array([M * np.cos(F), np.sin(F), -S * np.cos(F)]) * r
    diff = basis(p + d, direction, terms) - basis(p - d, direction, terms)
    diff = diff.reshape(terms, -1)
    weight = (W * coupling(M)).ravel()
    matrix = 0.5 * np.real((diff.conj() * weight) @ diff.T)
    a = np.arange(terms)
    source = 1 / (2 * a + 3)
    if direction == 1:
        source = 1 / (2 * a + 1) - 1 / (2 * a + 3)
    f = np.linalg.solve(matrix, source)
    return f, source @ f / source[0]


def shell_residual(direction, f):
    chi, wc = gauss(60, 0, pi)
    psi = (np.arange(80) + 0.5) * 2 * pi / 80
    X, F = np.meshgrid(chi, psi, indexing="ij")
    W = (wc * np.sin(chi))[:, None] / (2 * 80)
    worst = 0.0
    for z in (0.2, 0.5, 0.8):
        r = np.sqrt(1 - z**2)
        s = np.array([r, 0.0, z])
        e1, e2 = np.array([z, 0.0, -r]), np.array([0.0, 1.0, 0.0])
        p = (s[:, None, None] * np.cos(X) + np.sin(X)
             * (e1[:, None, None] * np.cos(F) + e2[:, None, None] * np.sin(F)))
        d = s[:, None, None] - p
        G = coupling(d[2] / np.sqrt(np.sum(d**2, axis=0)))
        f_here = f @ basis(s, direction, len(f))
        f_there = np.tensordot(f, basis(p, direction, len(f)), axes=1)
        got = np.sum(W * G * (f_here - f_there))
        worst = max(worst, abs(got - basis(s, direction, 1)[0]))
    return worst


tau_gain, residual = [], []
for i in (0, 1):
    f1, tau1 = shell_solution(i, 1)
    f7, tau7 = shell_solution(i, 7)
    f8, tau8 = shell_solution(i, 8)
    assert abs(tau1 * formula[i] * cl / Xu**2 - 1) < 1e-8
    assert abs(tau8 / tau7 - 1) < 1e-4
    residual.append(shell_residual(i, f8))
    assert residual[-1] < 1e-2
    tau_gain.append(tau8 / tau1 - 1)


# ---- Mobilities, nondegenerate electrons
masses = np.array([ml, mt])


def mobility(T, extra=None, xd=Xd):
    """Along and across the valley axis; extra = added rate on x_th grid."""
    rate = inverse_tau(kB * T, T, xd=xd)
    if extra is None:
        return 4 / (3 * np.sqrt(pi)) * e / (rate * masses)
    all_rates = rate[:, None] * np.sqrt(x_th) + extra
    return e / masses * np.sum(w_th / all_rates, axis=1)


def cubic(mob):
    return (mob[0] + 2 * mob[1]) / 3


mob = mobility(T_cold)
# Test: transport integral over physical wave vectors
u, wu = gauss(60, 0, 1)
K, wK = gauss(240, 0, 6.5 * np.sqrt(2 * ml * E_cold) / hbar)
kz, kp = K[:, None] * u, K[:, None] * np.sqrt(1 - u**2)
Ek = hbar**2 / 2 * (kz**2 / ml + kp**2 / mt)
occ = np.exp(-Ek / E_cold) * (wK * K**2)[:, None] * wu
v2 = [(hbar * kz / ml)**2, 0.5 * (hbar * kp / mt)**2]
rate_kT = inverse_tau(E_cold, T_cold)
for i in (0, 1):
    tau_k = np.sqrt(E_cold / Ek) / rate_kT[i]
    kubo = e / E_cold * np.sum(v2[i] * tau_k * occ) / np.sum(occ)
    assert abs(kubo / mob[i] - 1) < 1e-5
assert np.allclose(mobility(T_cold, 0 * x_th), mob, rtol=1e-6)


# ---- Neglected effects
def intervalley_parts(E, T, mode):
    hw, D, valleys = mode
    n = 1 / np.expm1(hw / (kB * T))
    front = pi * D**2 * valleys * hbar / (density * hw)
    return (front * n * dos(E + hw),
            front * (n + 1) * dos(np.maximum(E - hw, 0)))


kT_room = kB * T_room
for mode in modes:                              # detailed balance
    x0 = mode[0] / kT_room
    up = quad(lambda x: dos(x * kT_room) * np.exp(-x)
              * intervalley_parts(x * kT_room, T_room, mode)[0], 0, 40)[0]
    down = quad(lambda x: dos(x * kT_room) * np.exp(-x)
                * intervalley_parts(x * kT_room, T_room, mode)[1],
                x0, x0 + 40)[0]
    assert abs(up / down - 1) < 1e-4


def with_intervalley(T):
    extra = sum(sum(intervalley_parts(x_th * kB * T, T, m)) for m in modes)
    return cubic(mobility(T, extra))


def impurity_rate(E, T):
    k2 = 2 * md * E / hbar**2
    screen2 = doping * e**2 / (eps * kB * T)
    b = 4 * k2 / screen2
    return (doping * pi / hbar * dos(E) * (e**2 / eps)**2 / (4 * k2**2)
            * (np.log1p(b) - b / (1 + b)))


k2 = 2 * md * E_cold / hbar**2
ratio = doping * e**2 / (eps * E_cold) / (2 * k2)
angular = quad(lambda s: (np.exp(s) / (np.exp(s) + ratio))**2,
               -40, np.log(2), limit=300)[0]
golden_imp = (doping * pi / hbar * dos(E_cold) * (e**2 / eps)**2
              / (4 * k2**2) * angular)
assert abs(golden_imp / impurity_rate(E_cold, T_cold) - 1) < 1e-5
mob_imp = cubic(mobility(T_cold, impurity_rate(x_th * E_cold, T_cold)))


def kane_change(T):
    a = kane * kB * T
    w = wy * 2 * y * np.exp(-x_th)
    gam, slope = x_th * (1 + a * x_th), 1 + 2 * a * x_th
    bent = np.sum(w * gam / slope**2) / np.sum(w * np.sqrt(gam) * slope)
    return bent / (np.sum(w * x_th) / np.sum(w * np.sqrt(x_th))) - 1


# elastic anisotropy: same angular average with the cubic Christoffel matrix
mu, wm = gauss(48, -1, 1)
phi = (np.arange(64) + 0.5) * 2 * pi / 64
M, F = np.meshgrid(mu, phi, indexing="ij")
S = np.sqrt(1 - M**2)
d = np.stack([S * np.cos(F), S * np.sin(F), M], axis=-1)
q = d * np.sqrt(np.array([mt, mt, ml]) / m0)
q /= np.linalg.norm(q, axis=-1, keepdims=True)
W = wm[:, None] / (2 * 64)


def sphere_average(c11, c12, c44):
    G = branch_sum(q, Xd, Xu, c11, c12, c44)
    return 3 * np.sum(d**2 * (G * W)[..., None], axis=(0, 1))[[2, 0]]


assert np.allclose(sphere_average(cl, cl - 2 * ct, ct), formula, rtol=1e-8)
cubic_tau_change = formula / sphere_average(C11, C12, C44) - 1
Nc = 12 * (md * E_cold / (2 * pi * hbar**2))**1.5
parts = coefficients(ml, mt)
ta_share = parts[:, 3] * Xu**2 / ct / formula
tau = 1 / rate_kT
cm2 = 1e4

print("INPUTS (rough typical silicon values)")
print(f"m_l, m_t, m_d = {ml/m0:.2f}, {mt/m0:.2f}, {md/m0:.4f} electron masses")
print(f"Xi_d, Xi_u = {Xd/e:.1f}, {Xu/e:.1f} eV")
print(f"C11, C12, C44 = {C11/1e9:.0f}, {C12/1e9:.0f}, {C44/1e9:.0f} GPa")
print(f"averaged c_l, c_t = {cl/1e9:.1f}, {ct/1e9:.1f} GPa")
print(f"density = {density:.0f} kg/m3, v_l = {v_sound/1e3:.2f} km/s")
print(f"T = {T_cold:.0f} K, kT = {E_cold/e*1e3:.3f} meV")
print(f"doping = {doping/1e6:.1e} cm^-3, rel. permittivity = "
      f"{eps/sc.epsilon_0:.1f}")
print(f"nonparabolicity = {kane*e:.1f} 1/eV")
for hw, D, Z in modes:
    print(f"intervalley: {hw/e*1e3:.0f} meV, {D/e/100:.1e} eV/cm, {Z} valleys")
print("COEFFICIENTS of Xd^2/cl, Xd Xu/cl, Xu^2/cl, Xu^2/ct")
for name, row in zip(("along ", "across"), parts):
    print(name, " ".join(f"{v:.5f}" for v in row))
print("largest coefficient error, by number of Gauss nodes:")
print("  " + ", ".join(f"{n}: {v:.1e}" for n, v in quad_error.items()))
print(f"double-sphere check, largest rel. difference = {direct_error:.1e}")
print("RESULTS at E = kT, 77 K")
print(f"density of states g = {dos(E_cold)*e/1e6:.3e} 1/(eV cm3)")
print(f"R Xu^2/cl = {limit_text/1e12:.4f} 1/ps")
print(f"tau along, across = {tau[0]*1e12:.3f}, {tau[1]*1e12:.3f} ps")
print(f"tau along / tau across = {tau[0]/tau[1]:.4f}")
print(f"transverse-phonon share of 1/tau: along {100*ta_share[0]:.1f} %, "
      f"across {100*ta_share[1]:.1f} %")
print(f"mobility along, across = {mob[0]*cm2:.0f}, {mob[1]*cm2:.0f} cm2/Vs")
print(f"six-valley mobility = {cubic(mob)*cm2:.0f} cm2/Vs")
print("LIMIT: mass m_d, dilatational potential 9 eV, no shear")
print(f"tau along, across = {1e12/limit_formula[0]:.5f}, "
      f"{1e12/limit_formula[1]:.5f} ps")
print(f"tau from one-phonon golden rule = {1e12/limit_golden:.5f} ps")
eq = mean_coupling(md, md, Xd, Xu)
print(f"equal masses with shear: tau along/across = {eq[1]/eq[0]:.4f}")
print("SENSITIVITY to Xi_d: ratio along/across, six-valley mobility")
for trial in (-6.0, -2.0, 4.0):
    r = inverse_tau(E_cold, T_cold, xd=trial * e)
    print(f"  {trial:+.0f} eV: {r[1]/r[0]:.3f}, "
          f"{cubic(mobility(T_cold, xd=trial*e))*cm2:.0f} cm2/Vs")
print("NEGLECTED EFFECTS")
print(f"full shell solution: along {100*tau_gain[0]:+.3f} %, "
      f"across {100*tau_gain[1]:+.3f} %")
print(f"  its largest residual = {max(residual):.1e}")
print(f"cubic elasticity, tau: along {100*cubic_tau_change[0]:+.2f} %, "
      f"across {100*cubic_tau_change[1]:+.2f} %")
print(f"largest LA phonon energy / kT = {2*hbar*v_sound*kl/E_cold:.3f}")
print(f"phonon energy kept, thermal friction: "
      f"{100*inelastic_change(T_cold):+.2f} %")
print(f"nonparabolicity, mobility: 77 K {100*kane_change(T_cold):+.2f} %, "
      f"300 K {100*kane_change(T_room):+.2f} %")
print(f"with intervalley phonons, 77 K: "
      f"{with_intervalley(T_cold)*cm2:.0f} cm2/Vs")
print(f"300 K: acoustic only {cubic(mobility(T_room))*cm2:.0f}, "
      f"with intervalley {with_intervalley(T_room)*cm2:.0f} cm2/Vs")
print(f"with ionized impurities, 77 K: {mob_imp*cm2:.0f} cm2/Vs")
print(f"electron density / N_c at 77 K = {doping/Nc:.1e}")
print(f"field where drift speed = v_l: {v_sound/cubic(mob)/100:.1f} V/cm")
print("all tests passed")
```

Output:

```
INPUTS (rough typical silicon values)
m_l, m_t, m_d = 0.92, 0.19, 0.3214 electron masses
Xi_d, Xi_u = 1.0, 9.0 eV
C11, C12, C44 = 166, 64, 80 GPa
averaged c_l, c_t = 189.2, 68.4 GPa
density = 2330 kg/m3, v_l = 9.01 km/s
T = 77 K, kT = 6.635 meV
doping = 1.0e+14 cm^-3, rel. permittivity = 11.7
nonparabolicity = 0.5 1/eV
intervalley: 62 meV, 1.1e+09 eV/cm, 1 valleys
intervalley: 59 meV, 2.0e+08 eV/cm, 4 valleys
intervalley: 47 meV, 2.0e+08 eV/cm, 4 valleys
COEFFICIENTS of Xd^2/cl, Xd Xu/cl, Xu^2/cl, Xu^2/ct
along  1.00000 1.65596 0.71830 0.10968
across 1.00000 0.83293 0.26555 0.15092
largest coefficient error, by number of Gauss nodes:
  4: 1.2e-03, 8: 4.3e-07, 12: 3.0e-11, 20: 3.3e-15
double-sphere check, largest rel. difference = 5.2e-06
RESULTS at E = kT, 77 K
density of states g = 5.056e+19 1/(eV cm3)
R Xu^2/cl = 0.2197 1/ps
tau along, across = 3.737, 5.778 ps
tau along / tau across = 0.6469
transverse-phonon share of 1/tau: along 24.9 %, across 53.0 %
mobility along, across = 5375, 40233 cm2/Vs
six-valley mobility = 28613 cm2/Vs
LIMIT: mass m_d, dilatational potential 9 eV, no shear
tau along, across = 4.55211, 4.55211 ps
tau from one-phonon golden rule = 4.55211 ps
equal masses with shear: tau along/across = 0.4374
SENSITIVITY to Xi_d: ratio along/across, six-valley mobility
  -6 eV: 1.580, 42961 cm2/Vs
  -2 eV: 0.778, 41717 cm2/Vs
  +4 eV: 0.640, 18012 cm2/Vs
NEGLECTED EFFECTS
full shell solution: along +0.011 %, across +0.480 %
  its largest residual = 3.1e-07
cubic elasticity, tau: along -14.77 %, across -13.26 %
largest LA phonon energy / kT = 0.716
phonon energy kept, thermal friction: -2.56 %
nonparabolicity, mobility: 77 K -3.15 %, 300 K -11.39 %
with intervalley phonons, 77 K: 28393 cm2/Vs
300 K: acoustic only 3721, with intervalley 2017 cm2/Vs
with ionized impurities, 77 K: 24291 cm2/Vs
electron density / N_c at 77 K = 2.8e-05
field where drift speed = v_l: 31.5 V/cm
all tests passed
```
